# Vanishing curvature and the Delta-SCF gap of large clusters: verification in Python

```python
"""
Result under test: for a semilocal functional and frontier orbitals spread over
a cube of edge L, the curvature C of E(N) scales as e^2/L, and
  charging energy <= (Delta-SCF gap - Kohn-Sham gap) <= J,
where J is the Hartree self-repulsion of the frontier density (equal for HOMO
and LUMO here). Both bounds vanish as 1/L. A trapped orbital keeps a finite C.

Model: M*M*M sites, spacing SPACING, upper and lower s-like orbital per site.
 one-electron part: +-(D - T*A) on the orbitals, V*A between them, A = neighbours
 Hartree: e^2/r between sites, U on site; ions of charge +2 on each site
 exchange: -AX*n^(4/3) per site, n = total electron number on the site
 x = electrons added (negative: removed), put in one spin channel
Reflection symmetry: only one octant of the cube is stored; orbitals are sorted
by their parities, densities are per site.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

E2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10      # e^2/(4 pi eps0), eV Angstrom
SPACING = 3.0                                    # Angstrom
D, T, V, U, AX = 2.8, 0.3, 0.2, 10.0, 3.0          # eV
TRAP = 1.5                                       # eV, lowering of D in the trap


def e_x(n):
    return -AX * n ** (4 / 3)


def v_x(n):
    return -4 / 3 * AX * n ** (1 / 3)


def f_x(n):
    return -4 / 9 * AX * n ** (-2 / 3)


def coulomb(pos1, pos2):
    """Site repulsion matrix in eV for integer site positions."""
    r = np.sqrt(((pos1[:, None, :] - pos2[None, :, :]) ** 2).sum(-1))
    return np.where(r < 0.5, U, E2 / (SPACING * np.maximum(r, 0.5)))


def grid(m):
    return np.array(np.meshgrid(*[np.arange(m)] * 3, indexing="ij")
                    ).reshape(3, -1).T.astype(float)


class Cluster:
    def __init__(self, m, trap=0.0):
        self.m, h = m, m // 2
        self.s = s = h ** 3
        self.length = (m + 1) * SPACING
        pos = grid(h)
        self.w = np.zeros((s, s))
        for mirror in np.ndindex(2, 2, 2):
            image = np.where(np.array(mirror) == 1, m - 1 - pos, pos)
            self.w += coulomb(pos, image)
        self.perm = np.arange(s).reshape(h, h, h).transpose(1, 2, 0).ravel()
        d_site = np.full(s, D)
        d_site[-1] -= trap                       # the eight central sites
        one = np.eye(h)
        self.blocks = []
        for par, mult in (((1, 1, 1), 1), ((1, 1, -1), 3),
                          ((1, -1, -1), 3), ((-1, -1, -1), 1)):
            line = []
            for p in par:
                a = np.eye(h, k=1) + np.eye(h, k=-1)
                a[-1, -1] += p
                line.append(a)
            adj = (np.kron(np.kron(line[0], one), one)
                   + np.kron(np.kron(one, line[1]), one)
                   + np.kron(np.kron(one, one), line[2]))
            diag = np.diag(d_site) - T * adj
            self.blocks.append((np.block([[diag, V * adj],
                                          [V * adj, -diag]]), mult))
        self.n0 = np.full(s, 2.0)
        self.neutral = self.evaluate(self.n0, 0.0)
        self.chi = self.filled_response(self.neutral["states"])
        e, c = self.neutral["states"][0]
        self.lumo, self.homo = e[s], e[s - 1]
        self.rho = (c[:s, s] ** 2 + c[s:, s] ** 2) / 8
        self.kernel = self.w + np.diag(f_x(self.n0))
        self.hartree = 8 * self.rho @ self.w @ self.rho
        self.frozen = 8 * self.rho @ self.kernel @ self.rho
        dressed = np.linalg.solve(np.eye(s) - self.chi @ self.kernel, self.rho)
        self.curvature = 8 * self.rho @ self.kernel @ dressed

    def evaluate(self, n, x):
        """One diagonalization in the potential of n: new density and energy."""
        s = self.s
        pot = self.w @ (n - 2) + v_x(n)
        states, band, out = [], 0.0, np.zeros(s)
        for ham, mult in self.blocks:
            e, c = np.linalg.eigh(ham + np.diag(np.tile(pot, 2)))
            states.append((e, c))
            part = 2 * ((c[:s, :s] ** 2).sum(1) + (c[s:, :s] ** 2).sum(1)) / 8
            band += 2 * mult * e[:s].sum()
            if mult == 3:
                p = self.perm
                part = part + part[p] + part[p[p]]
            out += part
        k = s if x >= 0 else s - 1               # frontier state, all parities even
        e, c = states[0]
        out += x * (c[:s, k] ** 2 + c[s:, k] ** 2) / 8
        band += x * e[k]
        q = out - 2
        energy = (band - 8 * pot @ out + 4 * q @ self.w @ q
                  + 8 * e_x(out).sum())
        others = np.array([st[0][k] for st in states[1:]])
        sign = 1 if x >= 0 else -1
        return dict(n=out, energy=energy, states=states, k=k,
                    aufbau=bool(np.all(sign * (others - e[k]) > -1e-8)))

    def filled_response(self, states):
        """Static density response of the filled shells, both spins."""
        s, total = self.s, np.zeros((self.s, self.s))
        for (e, c), (_, mult) in zip(states, self.blocks):
            occ, emp = c[:, :s], c[:, s:]
            pair = (occ[:s, :, None] * emp[:s, None, :]
                    + occ[s:, :, None] * emp[s:, None, :]).reshape(s, -1)
            gap = (e[None, s:] - e[:s, None]).ravel()
            part = -0.5 * (pair / gap) @ pair.T
            if mult == 3:
                p, p2 = self.perm, self.perm[self.perm]
                part = part + part[np.ix_(p, p)] + part[np.ix_(p2, p2)]
            total += part
        return total

    def solve(self, x, start):
        """Self-consistent state with x extra electrons, by damped Newton steps."""
        s, n = self.s, start.copy()
        res = self.evaluate(n, x)
        for _ in range(60):
            miss = res["n"] - n
            size = np.linalg.norm(miss)
            if size < 1e-9:
                return res
            e, c = res["states"][0]
            k = res["k"]
            pair = c[:s, [k]] * c[:s] + c[s:, [k]] * c[s:]
            keep = np.arange(2 * s) != k
            pair, gap = pair[:, keep], e[k] - e[keep]
            chi = self.chi + x * 0.25 * (pair / gap) @ pair.T
            ker = self.w + np.diag(f_x(n))
            step = np.linalg.solve(np.eye(s) - chi @ ker, miss)
            for damp in (1.0, 0.5, 0.25, 0.1):
                trial = n + damp * step
                new = self.evaluate(trial, x)
                if np.linalg.norm(new["n"] - trial) < size:
                    break
            n, res = trial, new
        raise AssertionError("self-consistency not reached")


# Continuum coefficient c in J = c e^2/L for the density prod 2 sin^2(pi x/L)/L
nodes, weights = np.polynomial.legendre.leggauss(120)


def gauss_overlap(s):
    top = min(1.0, 8.0 / s) if s > 0 else 1.0
    u = 0.5 * top * (nodes + 1)
    auto = ((1 - u) * (1 + 0.5 * np.cos(2 * np.pi * u))
            + 3 / (4 * np.pi) * np.sin(2 * np.pi * u))
    return top * np.sum(weights * auto * np.exp(-(s * u) ** 2))


coef = 2 / np.sqrt(np.pi) * (quad(lambda s: gauss_overlap(s) ** 3, 0, 10)[0]
                             + quad(lambda s: gauss_overlap(s) ** 3, 10, np.inf)[0])

# Crystal gap: minimum over the Brillouin zone, a = sum of 2 cos k
a_values = np.linspace(-6, 6, 2001)
crystal_gap = np.min(2 * np.hypot(D - T * a_values, V * a_values))
assert abs(crystal_gap - 2 * np.hypot(D - 6 * T, 6 * V)) < 1e-10

print(f"e^2/(4 pi eps0) = {E2:.4f} eV Angstrom")
print(f"site spacing = {SPACING:.1f} Angstrom")
print(f"D = {D} eV, T = {T} eV, V = {V} eV")
print(f"U = {U} eV, AX = {AX} eV, trap depth = {TRAP} eV")
print(f"continuum coefficient c = {coef:.4f} (no unit)")
print(f"Kohn-Sham gap of infinite crystal = {crystal_gap:.4f} eV")

sizes = (4, 6, 8, 10)
clusters, excess, lowest_n = {}, {}, 2.0
for m in sizes:
    cl = clusters[m] = Cluster(m)
    # the neutral density is uniform and the gap has its closed form
    assert np.max(np.abs(cl.neutral["n"] - 2)) < 1e-9
    assert cl.neutral["aufbau"]
    a_top = 6 * np.cos(np.pi / (m + 1))
    ks_gap = cl.lumo - cl.homo
    assert abs(ks_gap - 2 * np.hypot(D - T * a_top, V * a_top)) < 1e-9
    charged = {}
    for sign in (1, -1):
        half = cl.solve(0.5 * sign, cl.n0)
        charged[sign] = cl.solve(1.0 * sign, half["n"])
        assert charged[sign]["aufbau"]
    e0 = cl.neutral["energy"]
    add = charged[1]["energy"] - e0 - cl.lumo
    remove = charged[-1]["energy"] - e0 + cl.homo
    scf_gap = charged[1]["energy"] + charged[-1]["energy"] - 2 * e0
    excess[m] = scf_gap - ks_gap
    n_min = min(charged[1]["n"].min(), charged[-1]["n"].min(), 2.0)
    lowest_n = min(lowest_n, n_min)
    worst = cl.w + f_x(n_min) * np.eye(cl.s)
    charging = 1 / (8 * np.linalg.solve(worst, np.ones(cl.s)).sum())
    # two-sided bounds: curvature, each branch, and gap
    assert charging < cl.curvature < cl.frozen < cl.hartree
    assert charging / 2 < add < cl.hartree / 2
    assert charging / 2 < remove < cl.hartree / 2
    assert charging < excess[m] < cl.hartree
    cl.plus = charged[1]
    local = 8 * f_x(2.0) * np.sum(cl.rho ** 2)
    print(f"M = {m}: L = {cl.length:.1f} Angstrom, J = {cl.hartree:.4f} eV")
    print(f"  local exchange part of curvature = {local:.5f} eV")
    print(f"  curvature C = {cl.curvature:.4f} eV, C*L/e^2 = "
          f"{cl.curvature * cl.length / E2:.3f}")
    print(f"  charging energy = {charging:.4f} eV, times L/e^2 = "
          f"{charging * cl.length / E2:.3f}")
    print(f"  gaps: Kohn-Sham {ks_gap:.4f} eV, Delta-SCF {scf_gap:.4f} eV")
    print(f"  gap excess = {excess[m]:.4f} eV, times L/e^2 = "
          f"{excess[m] * cl.length / E2:.3f}")

# Hartree plus exchange is convex for all densities met (full, unreduced matrix)
full_w = coulomb(grid(10), grid(10))
k_min = np.linalg.eigvalsh(full_w)[0] + f_x(lowest_n)
assert k_min > 0
print(f"smallest site density met = {lowest_n:.4f} electrons")
print(f"smallest eigenvalue of kernel K = {k_min:.4f} eV")

# Full diagonalization without symmetry, M = 4 with one added electron
m, cl = 4, clusters[4]
p4 = grid(m)
fold = np.minimum(p4, m - 1 - p4).astype(int)
idx = fold[:, 0] * (m // 2) ** 2 + fold[:, 1] * (m // 2) + fold[:, 2]
n_full = cl.plus["n"][idx]
dist = np.abs(p4[:, None] - p4[None]).sum(-1)
adj = (dist == 1).astype(float)
w4 = coulomb(p4, p4)
pot = w4 @ (n_full - 2) + v_x(n_full)
dd = D * np.eye(m ** 3) - T * adj
bare = np.block([[dd, V * adj], [V * adj, -dd]])
_, c = np.linalg.eigh(bare + np.diag(np.tile(pot, 2)))
occ = np.zeros(2 * m ** 3)
occ[:m ** 3], occ[m ** 3] = 2.0, 1.0
n_out = ((c[:m ** 3] ** 2 + c[m ** 3:] ** 2) * occ).sum(1)
energy = (np.einsum("ik,ij,jk,k->", c, bare, c, occ, optimize=True)
          + 0.5 * (n_out - 2) @ w4 @ (n_out - 2) + e_x(n_out).sum())
assert np.max(np.abs(n_out - n_full)) < 1e-7
assert abs(energy - cl.plus["energy"]) < 1e-7

# Slope and curvature of the total energy at small added charge, M = 6
cl, dx = clusters[6], 0.01
en = [cl.neutral["energy"]]
en += [cl.solve(j * dx, cl.n0)["energy"] for j in (1, 2, 3)]
slope = (-11 * en[0] + 18 * en[1] - 9 * en[2] + 2 * en[3]) / (6 * dx)
curv = (2 * en[0] - 5 * en[1] + 4 * en[2] - en[3]) / dx ** 2
assert abs(slope - cl.lumo) < 1e-4
assert abs(curv / cl.curvature - 1) < 5e-3          # finite-step error
print(f"M = 6 slope of E(N): {slope:.5f} eV, LUMO level: {cl.lumo:.5f} eV")
print(f"M = 6 curvature from energies: {curv:.4f} eV")

# Lattice J approaches c e^2/L; the remainder is local and falls as 1/L^3
assert abs(clusters[10].hartree * clusters[10].length / (coef * E2) - 1) < 0.015
rest = {m: (clusters[m].hartree - coef * E2 / clusters[m].length) * (m + 1) ** 3
        for m in (8, 10)}
assert abs(rest[8] / rest[10] - 1) < 0.15           # next order in 1/L

# Powers of L between M = 6 and M = 10
log_l = np.log(clusters[10].length / clusters[6].length)
power_c = np.log(clusters[10].curvature / clusters[6].curvature) / log_l
power_gap = np.log(excess[10] / excess[6]) / log_l
assert abs(power_c + 1) < 0.1
assert abs(power_gap + 1) < 0.25                    # orbital still changes shape
print(f"power of L, curvature, M = 6 to 10: {power_c:.3f}")
print(f"power of L, gap excess, M = 6 to 10: {power_gap:.3f}")

# Control: frontier orbital bound to a trap of fixed size
trapped = {m: Cluster(m, TRAP) for m in (6, 8, 10)}
for m, cl in trapped.items():
    assert np.max(np.abs(cl.neutral["n"] - 2)) < 1e-9
    print(f"trap, M = {m}: C = {cl.curvature:.4f} eV, weight on 8 central "
          f"sites = {8 * cl.rho[-1]:.3f}")
ratio_trap = trapped[10].curvature / trapped[6].curvature
ratio_band = clusters[10].curvature / clusters[6].curvature
assert ratio_trap > 0.9 and ratio_band < 0.75
print(f"C(M=10)/C(M=6): trap {ratio_trap:.3f}, spread {ratio_band:.3f}")

for nm in (10, 100):
    print(f"upper estimate c e^2/L at L = {nm} nm: "
          f"{coef * E2 / (10 * nm):.4f} eV")
print("no test failed")
```

It prints:

```
e^2/(4 pi eps0) = 14.3996 eV Angstrom
site spacing = 3.0 Angstrom
D = 2.8 eV, T = 0.3 eV, V = 0.2 eV
U = 10.0 eV, AX = 3.0 eV, trap depth = 1.5 eV
continuum coefficient c = 3.0478 (no unit)
Kohn-Sham gap of infinite crystal = 3.1241 eV
M = 4: L = 15.0 Angstrom, J = 2.8464 eV
  local exchange part of curvature = -0.02268 eV
  curvature C = 2.7488 eV, C*L/e^2 = 2.863
  charging energy = 2.0362 eV, times L/e^2 = 2.121
  gaps: Kohn-Sham 3.3155 eV, Delta-SCF 5.6994 eV
  gap excess = 2.3839 eV, times L/e^2 = 2.483
M = 6: L = 21.0 Angstrom, J = 2.0576 eV
  local exchange part of curvature = -0.00826 eV
  curvature C = 1.9562 eV, C*L/e^2 = 2.853
  charging energy = 1.3101 eV, times L/e^2 = 1.911
  gaps: Kohn-Sham 3.1982 eV, Delta-SCF 4.7931 eV
  gap excess = 1.5949 eV, times L/e^2 = 2.326
M = 8: L = 27.0 Angstrom, J = 1.6096 eV
  local exchange part of curvature = -0.00389 eV
  curvature C = 1.5155 eV, C*L/e^2 = 2.842
  charging energy = 0.9647 eV, times L/e^2 = 1.809
  gaps: Kohn-Sham 3.1626 eV, Delta-SCF 4.3464 eV
  gap excess = 1.1838 eV, times L/e^2 = 2.220
M = 10: L = 33.0 Angstrom, J = 1.3211 eV
  local exchange part of curvature = -0.00213 eV
  curvature C = 1.2362 eV, C*L/e^2 = 2.833
  charging energy = 0.7631 eV, times L/e^2 = 1.749
  gaps: Kohn-Sham 3.1476 eV, Delta-SCF 4.0829 eV
  gap excess = 0.9353 eV, times L/e^2 = 2.143
smallest site density met = 1.9819 electrons
smallest eigenvalue of kernel K = 0.8434 eV
M = 6 slope of E(N): -3.44055 eV, LUMO level: -3.44056 eV
M = 6 curvature from energies: 1.9542 eV
power of L, curvature, M = 6 to 10: -1.016
power of L, gap excess, M = 6 to 10: -1.181
trap, M = 6: C = 3.6321 eV, weight on 8 central sites = 0.948
trap, M = 8: C = 3.5521 eV, weight on 8 central sites = 0.947
trap, M = 10: C = 3.5072 eV, weight on 8 central sites = 0.947
C(M=10)/C(M=6): trap 0.966, spread 0.632
upper estimate c e^2/L at L = 10 nm: 0.4389 eV
upper estimate c e^2/L at L = 100 nm: 0.0439 eV
no test failed
```
